# Gaunt Energy of the 1s² Shell with Point-Nucleus Dirac Orbitals

## Problem

Two electrons fill the 1s shell of a fixed point nucleus of charge \(Z\), with \(\alpha Z<1\). Their state is the determinant of the two Dirac 1s orbitals of the bare nucleus, \(a=1s\uparrow\) and \(b=1s\downarrow\), without screening. The magnetic interaction is the Gaunt operator, in atomic units

\[
V=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}} .
\]

Here \(\boldsymbol\alpha_i\) are Dirac matrices, \(\alpha\) is the fine-structure constant, and \(c=1/\alpha\).

1. Find the first-order energy \(E_G=\langle V\rangle\) in closed form.
2. Expand it for small \(\alpha Z\) to the first relativistic correction, and check the leading term against the nonrelativistic magnetic energy of two spins.
3. Evaluate it for the heliumlike mercury ion, \(Z=80\).

With \(\langle ab|V|cd\rangle=\int\!\!\int\psi_a^\dagger(1)\psi_b^\dagger(2)V\psi_c(1)\psi_d(2)\), the determinant gives

\[
E_G=\langle ab|V|ab\rangle-\langle ab|V|ba\rangle . \tag{1}
\]

## A tempting solution

**The orbital.** Let \(\mathbf n=\mathbf r/r\), let \(\chi\) be a two-component spinor, and write

\[
\psi=\frac{1}{\sqrt{4\pi}}\begin{pmatrix}G\,\chi\\ iF\,\boldsymbol\sigma\cdot\mathbf n\,\chi\end{pmatrix},\qquad G=\frac pr,\quad F=\frac qr .
\]

The Hamiltonian is \(-ic\,\boldsymbol\alpha\cdot\nabla+\beta c^2-Z/r\). A radial field has no curl, so \(\boldsymbol\sigma\cdot\nabla(F\boldsymbol\sigma\cdot\mathbf n)=\nabla\cdot(F\mathbf n)=F'+2F/r\). Also \(\boldsymbol\sigma\cdot\nabla G=G'\boldsymbol\sigma\cdot\mathbf n\). The two rows of the Dirac equation become

\[
c\left(F'+\frac{2F}{r}\right)=\left(E-c^2+\frac Zr\right)G,\qquad
cG'=-\left(E+c^2+\frac Zr\right)F .
\]

Try \(G\propto r^{\gamma-1}e^{-\lambda r}\) and \(F=tG\). Matching the terms in \(1/r\) gives \(t(1+\gamma)=\alpha Z\) from the first row and \(1-\gamma=t\alpha Z\) from the second. Hence

\[
\gamma=\sqrt{1-\alpha^2Z^2},\qquad t=\frac qp=\frac{\alpha Z}{1+\gamma},\qquad t^2=\frac{1-\gamma}{1+\gamma}.
\]

The constant terms give \(ct\lambda=c^2-E\) and \(c\lambda=t(E+c^2)\). Eliminating \(\lambda\) gives \(E=c^2(1-t^2)/(1+t^2)=\gamma c^2\), and then \(\lambda=tc(1+\gamma)=Z\).

Since \((\boldsymbol\sigma\cdot\mathbf n)^2=1\), normalization requires \(\int_0^\infty D\,dr=1\) for \(D=p^2+q^2\). Therefore

\[
D(r)=\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}\,r^{2\gamma}e^{-2Zr},\qquad
pq=\frac{t}{1+t^2}D=\frac{\alpha Z}{2}D, \tag{2}
\]

where \(1+t^2=2/(1+\gamma)\) was used.

**The current.** Between orbitals \(a\) and \(c\), with \(\boldsymbol\sigma_{ac}=\chi_a^\dagger\boldsymbol\sigma\chi_c\),

\[
\mathbf j_{ac}=\psi_a^\dagger\boldsymbol\alpha\psi_c
=\frac{ipq}{4\pi r^2}\,\chi_a^\dagger[\boldsymbol\sigma,\boldsymbol\sigma\cdot\mathbf n]\chi_c .
\]

The minus sign in the commutator comes from conjugating \(iF\) in the bra. From \([\sigma_i,\sigma_j]=2i\epsilon_{ijk}\sigma_k\), the commutator is \(2i\,\mathbf n\times\boldsymbol\sigma\), so

\[
\mathbf j_{ac}=\frac{pq}{2\pi r^2}\,\boldsymbol\sigma_{ac}\times\mathbf n . \tag{3}
\]

The current circulates around the spin direction.

**The angular integral.** Expand \(1/r_{12}=\sum_L (r_<^L/r_>^{L+1})P_L(\mathbf n_1\cdot\mathbf n_2)\). The components of \(\mathbf n\) are spherical harmonics of rank one, so only \(L=1\) survives. Using \(\int n_in_j\,d\Omega=(4\pi/3)\delta_{ij}\) on each sphere,

\[
\int\!\!\int\frac{n_{1i}n_{2j}}{r_{12}}\,d\Omega_1d\Omega_2=\left(\frac{4\pi}{3}\right)^2\delta_{ij}\frac{r_<}{r_>^2}.
\]

For constant vectors \(\mathbf S,\mathbf T\),

\[
(\mathbf S\times\mathbf n_1)\cdot(\mathbf T\times\mathbf n_2)=(\mathbf S\cdot\mathbf T)(\mathbf n_1\cdot\mathbf n_2)-(\mathbf S\cdot\mathbf n_2)(\mathbf T\cdot\mathbf n_1).
\]

With \(\delta_{ij}\) inserted, the right side contributes \(3\,\mathbf S\cdot\mathbf T-\mathbf S\cdot\mathbf T=2\,\mathbf S\cdot\mathbf T\). The volume factors \(r_1^2r_2^2\) cancel those in the currents. The numerical factor is \((1/4\pi^2)(16\pi^2/9)(2)=8/9\), so

\[
\langle ab|V|cd\rangle=-\frac89\,\boldsymbol\sigma_{ac}\cdot\boldsymbol\sigma_{bd}\,R,\qquad
R=\int_0^\infty\!\!\int_0^\infty p_1q_1p_2q_2\frac{r_<}{r_>^2}\,dr_1dr_2 . \tag{4}
\]

**The radial integral.** Put \(x=2Zr\) for the outer radius and \(y\) for the inner one. Then \(D\,dr=x^{2\gamma}e^{-x}dx/\Gamma(2\gamma+1)\), and \(r_</r_>^2=2Zy/x^2\). The two orderings of the electrons contribute equally. With the factor \((\alpha Z/2)^2\) from (2),

\[
R=\frac{\alpha^2Z^3}{\Gamma(2\gamma+1)^2}J,\qquad
J=\int_0^\infty dx\,x^{2\gamma-2}e^{-x}\int_0^x dy\,y^{2\gamma+1}e^{-y}. \tag{5}
\]

At \(\gamma=1\), doing the \(x\) integral first gives \(J=\int_0^\infty y^3e^{-2y}dy=6/16=3/8\). Since \(\Gamma(3)^2=4\), \(R\to3\alpha^2Z^3/32\) at small \(\alpha Z\).

**The spin factor.** The argument now runs as follows. A filled shell carries no net current: \(\boldsymbol\sigma_{aa}=\hat{\mathbf z}\) and \(\boldsymbol\sigma_{bb}=-\hat{\mathbf z}\), so \(\mathbf j_{aa}+\mathbf j_{bb}=0\). The direct term therefore drops out, and only exchange remains. With \(\boldsymbol\sigma_{ab}=(1,-i,0)\) and \(\boldsymbol\sigma_{ba}=(1,i,0)\), the product is \(\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{ba}=2\), and

\[
E_G\stackrel{?}{=}-\langle ab|V|ba\rangle=\frac{16}{9}R\ \longrightarrow\ \frac{\alpha^2Z^3}{6}\qquad(\alpha Z\to0).
\]

## The check that fails

The nonrelativistic limit can be found without Dirac spinors. Each electron has the spin moment \(\boldsymbol\mu=-(\alpha/2)\boldsymbol\sigma\), in the Gaussian convention that matches \(V\). The real 1s function carries no orbital current, so only the spin moments interact.

A moment at the origin has the vector potential \(\nabla\times(\boldsymbol\mu/r)\) and the field

\[
\mathbf B=\nabla\left(\nabla\cdot\frac{\boldsymbol\mu}{r}\right)-\boldsymbol\mu\nabla^2\frac1r .
\]

The spatial distribution of \(\mathbf r_{12}\) is isotropic in this state, so \(\partial_i\partial_j(1/r)\) may be replaced by its isotropic part, \(\tfrac13\delta_{ij}\nabla^2(1/r)=-\tfrac{4\pi}{3}\delta_{ij}\delta(\mathbf r)\). This leaves \(\mathbf B=(-\tfrac{4\pi}{3}+4\pi)\boldsymbol\mu\,\delta(\mathbf r)=\tfrac{8\pi}{3}\boldsymbol\mu\,\delta(\mathbf r)\).

The energy \(-\boldsymbol\mu_1\cdot\mathbf B_2\) is then

\[
E_{\rm contact}=-\frac{2\pi\alpha^2}{3}\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle\langle\delta(\mathbf r_{12})\rangle=2\pi\alpha^2\langle\delta(\mathbf r_{12})\rangle,
\]

because \(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3\) in the singlet. The contact density is

\[
\langle\delta(\mathbf r_{12})\rangle=\int|\phi|^4d^3r=\frac{Z^6}{\pi^2}\,4\pi\int_0^\infty r^2e^{-4Zr}dr=\frac{Z^3}{8\pi}.
\]

Hence \(E_{\rm contact}=\alpha^2Z^3/4\). The tempting solution gives two thirds of this.

## Where the fault lies

Equations (2) to (5) are sound. The fault is in the spin factor, where two ways of counting pairs were mixed.

The statement that a filled shell has no net current concerns a sum over all ordered pairs, including the pairing of an orbital with itself:

\[
E_G=\frac12\sum_{u,v\in\{a,b\}}\bigl(\langle uv|V|uv\rangle-\langle uv|V|vu\rangle\bigr).
\]

This sum equals (1), because the terms with \(u=v\) cancel between direct and exchange parts. In this form the direct sum does vanish. The exchange sum, however, contains the self-pairs as well. Its spin products are \(1,1,2,2\), and half their sum is 3, so \(E_G=\tfrac89\cdot3R\).

In form (1) there are no self-pairs. The direct term is then the interaction of \(\mathbf j_{aa}\) with the opposite current \(\mathbf j_{bb}\), and it is not zero. The tempting solution took the direct part from the sum over ordered pairs and the exchange part from form (1).

## Correct solution

**Spin factor.** In form (1), \(\boldsymbol\sigma_{aa}\cdot\boldsymbol\sigma_{bb}=-1\) and \(\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{ba}=2\). Equation (4) gives

\[
E_G=\frac89R+\frac{16}{9}R=\frac83R . \tag{6}
\]

Both parts are positive. The direct part is the repulsion of two opposite circulating currents. The total also follows from \(\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle=-3\) in the singlet. At small \(\alpha Z\), \(\tfrac83\cdot\tfrac{3}{32}\alpha^2Z^3=\alpha^2Z^3/4\), in agreement with the contact energy.

**Hypergeometric form.** Let \(g(k,x)=\int_0^xy^{k-1}e^{-y}dy\) be the lower incomplete gamma function. The inner integral in (5) is \(g(k,x)\) with \(k=2\gamma+2\). Integration by parts gives \(g(k,x)=[x^ke^{-x}+g(k+1,x)]/k\). Repeating this gives

\[
g(k,x)=e^{-x}\sum_{m=0}^\infty\frac{x^{k+m}}{(k)_{m+1}},\qquad (k)_m=k(k+1)\cdots(k+m-1).
\]

The remainder after \(m\) steps is \(g(k+m,x)/(k)_m\le x^{k+m}/(k)_{m+1}\), which tends to zero. All terms are positive, so the series may be integrated term by term:

\[
J=\sum_{m=0}^\infty\frac{\Gamma(4\gamma+1+m)}{2^{4\gamma+1+m}(2\gamma+2)_{m+1}}
=\frac{\Gamma(4\gamma+1)}{2^{4\gamma+1}(2\gamma+2)}\sum_{m=0}^\infty\frac{(4\gamma+1)_m}{(2\gamma+3)_m}\frac1{2^m}.
\]

The last sum is \({}_2F_1(1,4\gamma+1;2\gamma+3;\tfrac12)\), since \((1)_m/m!=1\). Inserting \(J\) in (5) and (6), with \(\tfrac83\cdot\tfrac12\cdot\tfrac12=\tfrac23\),

\[
\boxed{E_G=\frac{2\alpha^2Z^3}{3}\,\frac{\Gamma(4\gamma+1)}{16^{\gamma}(\gamma+1)\Gamma(2\gamma+1)^2}\;{}_2F_1\!\left(1,4\gamma+1;2\gamma+3;\tfrac12\right)} \tag{7}
\]

Near \(x=0\) the integrand of \(J\) behaves as \(x^{4\gamma}\), so the result holds for all \(0<\gamma\le1\).

**Reduction to Gamma functions.** Let \(s=2\gamma\) and define \(K(k)=\int_0^\infty x^{s-2}e^{-x}g(k,x)\,dx\), so that \(J=K(s+2)\). The recurrence \(g(k+1,x)=k\,g(k,x)-x^ke^{-x}\) gives

\[
K(k+1)=kK(k)-\frac{\Gamma(k+s-1)}{2^{k+s-1}} .
\]

Take \(s>1\) first. The integrand of \(K(s-1)\) is symmetric in \(x\) and \(y\), and the region \(y<x\) is half the quadrant, so \(K(s-1)=\tfrac12\Gamma(s-1)^2\). Three steps of the recurrence lead to

\[
J=\frac{\Gamma(s+2)\Gamma(s-1)}2-\frac{s(s+1)\Gamma(2s-2)}{2^{2s-2}}-\frac{(s+1)\Gamma(2s-1)}{2^{2s-1}}-\frac{\Gamma(2s)}{2^{2s}} .
\]

Write the last three terms over \((2s-1)(2s-2)\) with the common factor \(2^{-2s}\Gamma(2s)\). The numerator is

\[
4s(s+1)+2(s+1)(2s-2)+(2s-1)(2s-2)=12s^2-2s-2=2(3s+1)(2s-1).
\]

Thus

\[
J=\frac{\Gamma(s+2)\Gamma(s-1)}2-\frac{(3s+1)\Gamma(2s)}{2^{2s}(s-1)} .
\]

Divide by \(\Gamma(s+1)^2\), using \(\Gamma(s+2)=(s+1)\Gamma(s+1)\) and \(\Gamma(s+1)=s(s-1)\Gamma(s-1)\):

\[
\boxed{E_G=\frac{4\alpha^2Z^3}{3(s-1)}\left[\frac{s+1}{s}-\frac{2^{1-2s}(3s+1)\Gamma(2s)}{\Gamma(s+1)^2}\right],\quad s=2\gamma} \tag{8}
\]

The original integral is analytic for \(\mathrm{Re}\,s>0\), so (8) also holds for \(0<s<1\) by continuation. At \(s=1\) both terms in the bracket equal 2. The singularity is removable, and (8) is to be read there as a limit.

**Expansion.** Write \(E_G=\alpha^2Z^3f(s)\), and call the two terms in the bracket \(A\) and \(B\). At \(s=2\), \(A=3/2\) and \(B=\tfrac18\cdot7\cdot\tfrac64=21/16\), so \(f(2)=\tfrac43\cdot\tfrac3{16}=\tfrac14\). The derivatives there are \(A'=-1/s^2=-1/4\) and, with \(\psi=\Gamma'/\Gamma\),

\[
\frac{B'}B=-2\ln2+\frac37+2[\psi(4)-\psi(3)]=\frac{23}{21}-2\ln2,
\]

because \(\psi(4)-\psi(3)=1/3\). Hence \(B'=\tfrac{23}{16}-\tfrac{21}{8}\ln2\). The factor \(1/(s-1)\) contributes \(-f(2)\), so

\[
f'(2)=-\frac14+\frac43\left(-\frac14-\frac{23}{16}+\frac{21}{8}\ln2\right)=-\frac52+\frac72\ln2 .
\]

Since \(s-2=2(\gamma-1)=-(\alpha Z)^2+O((\alpha Z)^4)\),

\[
\boxed{E_G=\frac{\alpha^2Z^3}{4}\left[1+(10-14\ln2)(\alpha Z)^2+O((\alpha Z)^4)\right]} \tag{9}
\]

The coefficient is 0.2959. By (2), \(pq=(\alpha Z/2)D\) at every allowed \(Z\), so the correction comes entirely from the change in the shape of \(D\). The density moves inward: its mean radius is \(\int rD\,dr=(2\gamma+1)/(2Z)\), compared with \(3/(2Z)\) in the nonrelativistic limit.

**The strong-field end.** As \(\gamma\to0\), the sum in (7) becomes

\[
\sum_{m=0}^\infty\frac{2}{(m+1)(m+2)2^m}=2\left[2\ln2-(4\ln2-2)\right]=4(1-\ln2).
\]

Thus \(E_G/(\alpha^2Z^3)\to\tfrac83(1-\ln2)=0.818\), a finite limit. For \(\alpha Z>1\), \(\gamma\) is imaginary and this point-nucleus solution is no longer available.

**The rest of the Breit operator.** The full Breit operator is \(-[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf r}_{12})(\boldsymbol\alpha_2\cdot\hat{\mathbf r}_{12})]/(2r_{12})\). It differs from \(V\) by \(-\tfrac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r_{12}\), with the gradients acting on \(r_{12}\) only. Integration by parts moves them onto the currents and produces \(\nabla\cdot\mathbf j\). The current (3) has the form \(h(r)\,\mathbf S\times\mathbf r\), which is tangential to spheres and has no divergence. Surface terms vanish for the same reason. The Gaunt and Breit energies of this state are therefore equal.

## The heliumlike mercury ion

For \(Z=80\), \(\alpha Z=0.583788\), \(\gamma=0.811906\) and \(s=1.623812\). The mean radius is 0.00868 angstrom. The energy scale is \(\alpha^2Z^3=741.91\) eV. Equation (8) gives

\[
\frac{E_G}{\alpha^2Z^3}=\frac43\cdot\frac{1.615835-1.483933}{0.623812}=0.28193,
\]

and (7) gives the same value as \(0.151001\times1.867062\). Hence

\[
E_G=0.28193\times741.91\ \text{eV}=209.2\ \text{eV}\quad(7.687\ \text{hartree}).
\]

Direct quadrature of the orbitals gives \(R=78.44\) eV. The direct part is 69.72 eV and the exchange part is 139.44 eV. The tempting solution would have kept the second alone. The program obtains the angular factors from complex spinor sums, which is why they are printed with an imaginary part; it is zero to the digits shown.

The expansion compares with the closed form as follows, with energies in eV:

| \(Z\) | leading term | two terms of (9) | closed form |
|---:|---:|---:|---:|
| 2 | 0.002898 | 0.002898 | 0.002898 |
| 10 | 0.3623 | 0.3628 | 0.3628 |
| 30 | 9.781 | 9.920 | 9.924 |
| 50 | 45.28 | 47.07 | 47.22 |
| 80 | 185.5 | 204.2 | 209.2 |

At \(Z=80\) the closed form exceeds the leading term by 12.8% of that term. The two-term expansion falls short by 2.4% of the closed form.

These digits belong to the stated model. Screening of each electron by the other changes the orbitals, and in relative terms this matters most at small \(Z\), where the mutual repulsion is a larger fraction of the nuclear attraction. A nucleus of finite size removes the singular behaviour of the orbitals at the origin. Neither effect is included here, and both are larger than the last digit shown for \(Z=80\). Self-consistent (Dirac–Fock) 1s orbitals lower \(E_G\) by about 40% at \(Z=2\), 9% at \(Z=10\) and 1.2% (2.6 eV) at \(Z=80\). A uniformly charged nucleus of rms radius 5.47 fm lowers the \(Z=80\) value by a further 0.4 eV, to about 206 eV. The numerical check tests the orbital, the angular factors, both closed forms and the expansion.

## Computed results

```
Worked example: heliumlike mercury ion, bare-nucleus orbitals
Z = 80
inverse fine-structure constant = 137.035999
alpha Z = 0.583788
gamma = 0.811906
s = 2 gamma = 1.623812
q/p = 0.322196
mean radius = 0.008678 angstrom
direct angular factor = 0.888889-0.000000j
exchange angular factor = 1.777778+0.000000j
total factor, full Breit operator = 2.666667+0.000000j
R by quadrature = 78.4368 eV
direct part = 69.7216+0.0000j eV
exchange part = 139.4432+0.0000j eV
2F1 value = 1.867062
prefactor of 2F1 in E/(alpha^2 Z^3) = 0.151001
Gamma form, first term (s+1)/s = 1.615835
Gamma form, second term = 1.483933
E/(alpha^2 Z^3) = 0.281927
alpha^2 Z^3 = 741.9101 eV
Gaunt energy, closed form = 209.1649 eV
Gaunt energy, converted = 7.686667 hartree
10 - 14 ln 2 = 0.295939
same coefficient, numerical = 0.295939
limit of E/(alpha^2 Z^3), alpha Z to 1 = 0.818274
contact energy, Z = 2 = 0.002898 eV
Table: Z, leading eV, two-term eV, exact eV, exact/leading
  2    0.002898    0.002898    0.002898  1.000063
 10    0.362261    0.362832    0.362833  1.001581
 30    9.781041    9.919768    9.923814  1.014597
 50   45.282599   47.066641   47.220912  1.042805
 80  185.477526  204.184555  209.164852  1.127710
```
